The Mott-Gurney Law and Its Limits in High-k Films, part 1

(Sections cited here and not found follow in the second part.)

## 1. Space-charge-limited drift in a trap-free film

### One sheet of charge

An insulating film of thickness L and permittivity ε lies between two plane electrodes. The injecting contact is at x = 0 and the collecting contact at x = L. A source holds the potential drop from the first to the second at V. Let all the injected charge sit in one thin sheet, with positive charge σ per area, at position x. The positive sign is a convention: for electrons, the directions of the field and of the electric current are reversed.

Gauss's law makes the field jump by σ/ε across the sheet. If the field behind it, at the injecting contact, is E₀, the field ahead is E₀ + σ/ε, and the voltage is

V = E₀L + (σ/ε)(L − x).  (1)

Solving for the contact field gives

E₀ = V/L − (σ/ε)(1 − x/L).  (2)

A sheet that has just entered has x = 0 and leaves E₀ = V/L − σ/ε behind it. With a positive sheet larger than εV/L this field would be reversed, and the charge at the rear of the sheet would be pushed back into the contact. The largest sheet that can enter whole is therefore σ = εV/L, the charge per area on the plates of the empty capacitor. For this sheet, equation (2) becomes E₀ = (V/L)(x/L).

The sheet exerts no net force on itself, so it moves in the mean of the fields on its two sides, E₀ + σ/(2ε). With mobility μ its velocity is

dx/dt = μ(V/L)(x/L + 1/2).  (3)

Setting s = x/L and separating variables gives the crossing time

t₁ = (L²/μV) ∫₀¹ ds/(s + 1/2) = (L²/μV) ln 3.  (4)

If the next sheet enters when this one leaves, the mean current density is

J₁ = σ/t₁ = (1/ln 3) εμV²/L³ ≈ 0.91 εμV²/L³.  (5)

The inverse cube is already visible. The charge that fits in the film varies as V/L, and the rate at which it crosses varies as μV/L². Their product varies as V²/L³.

The prefactor belongs to this artificial mode of injection. While the sheet crosses, the field at the contact rises above zero, so a contact that could release charge in smaller portions would release more before the first sheet had left. The continuous limit needs the steady charge distribution.

### Equations of the continuous film

The film contains one mobile carrier species and no traps, dopants or thermally generated carriers. The mobility is constant, diffusion is neglected, and all quantities depend on x alone. Let ρ be the mobile charge density, E the field in the direction of increasing x, and J the current density. Charge conservation reads

∂ρ/∂t + ∂J/∂x = 0.  (6)

In a steady state the first term vanishes, so J is the same at every x. The drift current and Gauss's law are

J = ρμE,  (7)

ε dE/dx = ρ.  (8)

The permittivity stands outside the derivative because the film is uniform. Substituting (8) into (7) removes the density:

J = εμE dE/dx.  (9)

Since d(E²)/dx = 2E dE/dx, this is

d(E²)/dx = 2J/(εμ).  (10)

The right side is constant. Integration from the contact, where E = E₀, gives

E(x)² = E₀² + 2Jx/(εμ).  (11)

Positive carriers moving toward larger x require E > 0, so the positive root applies:

V = ∫₀ᴸ [E₀² + 2Jx/(εμ)]^(1/2) dx.  (12)

To evaluate the integral, write K = 2J/(εμ). An antiderivative of (E₀² + Kx)^(1/2) is [2/(3K)](E₀² + Kx)^(3/2), and 2/(3K) = εμ/(3J). Therefore

V = (εμ/3J) {[E₀² + 2JL/(εμ)]^(3/2) − E₀³}.  (13)

This is one equation for two unknowns, J and E₀. The second condition comes from the contact.

### The field at an injecting contact

Suppose that the contact can supply far more charge than the film accepts. As long as E₀ is positive, the field draws further carriers in. By the reasoning that led to (2), each added sheet of charge σ at position x lowers E₀ by (σ/ε)(1 − x/L) at fixed V. Injection thus reduces the field that drives it. In the drift model the process stops when

E₀ = 0.  (14)

This is the condition of space-charge-limited injection.

It also selects the largest drift current. Let a = E₀ and b = E(L). Equation (11) at x = L gives

J = εμ(b² − a²)/(2L).  (15)

Inserting this in (13), where the square bracket equals b², gives

V = (2L/3)(b³ − a³)/(b² − a²).  (16)

The factor b − a cancels between numerator and denominator:

3V/(2L) = (a² + ab + b²)/(a + b) = a + b − ab/(a + b).  (17)

Call the last expression g. Its derivatives are

∂g/∂a = 1 − b²/(a + b)² = a(a + 2b)/(a + b)²,  (18)

∂g/∂b = 1 − a²/(a + b)² = b(b + 2a)/(a + b)².  (19)

At fixed V and L, g is fixed. For a > 0 both derivatives are positive, so b must fall when a rises. Then b² − a² falls, and by (15) so does J. The current is greatest at a = 0, among steady drift solutions with a non-negative contact field.

The rate of decrease is also useful. From (18) and (19), db/da = −a(a + 2b)/[b(b + 2a)]. Differentiating (15),

dJ/da = (εμ/L)(b db/da − a)
= −(εμ/L) a[(a + 2b)/(b + 2a) + 1]
= −(εμ/L) 3a(a + b)/(b + 2a).  (20)

For a much smaller than b this is −3aεμ/L. Integration from zero shows that a small contact field lowers the current by 3εμa²/(2L). The loss is of second order in a, so the contact field need not vanish perfectly for the space-charge limit to be a good approximation.

### The current law

With E₀ = 0, equation (13) becomes

V = (εμ/3J)(2JL/εμ)^(3/2).  (21)

One factor 2J/(εμ) from the power 3/2 cancels εμ/J and leaves a factor 2:

V = (2/3)(2J/εμ)^(1/2) L^(3/2).  (22)

Squaring both sides gives

V² = (4/9)(2J/εμ)L³ = 8JL³/(9εμ),  (23)

and solving for J gives the Mott-Gurney law,

J_MG = (9/8) εμV²/L³.  (24)

The prefactor 9/8 exceeds the single-sheet value 1/ln 3 because injection now continues at every moment.

The cube refers to a comparison at fixed V, ε and μ. Doubling L then divides J by eight. If instead the mean field V/L is held fixed, V² = (V/L)²L² and

J_MG = (9/8) εμ(V/L)²/L.  (25)

Doubling the thickness at fixed mean field thus halves the current. A measured thickness exponent has no meaning until one states which of the two was fixed.

### Field, charge and transit time

Inserting (24) into (11) with E₀ = 0 gives E² = 9V²x/(4L³), or

E(x) = (3V/2L)(x/L)^(1/2).  (26)

The field at the collecting contact is 3/2 times the mean field. The potential drop between the injecting contact and x is

∫₀ˣ E dx′ = V(x/L)^(3/2),  (27)

which equals V at x = L, as it must. Gauss's law gives the charge density

ρ(x) = ε dE/dx = (3εV/4L²)(x/L)^(−1/2).  (28)

This diverges at x = 0, where carriers have zero drift velocity yet must carry the same current. The divergence is integrable, and the total charge per area is finite:

Q = ∫₀ᴸ ρ dx = εE(L) = 3εV/(2L).  (29)

The film holds 3/2 times the charge of the empty capacitor's plate. It can do so because the charge does not all sit at the injecting contact. A charge at x contributes to the voltage in proportion to L − x, as in (1). With E₀ = 0 the mean position x̄ of the charge obeys Q(L − x̄)/ε = V, which gives x̄ = L/3.

The transit time of a carrier is

T = ∫₀ᴸ dx/(μE) = (2L^(3/2)/3μV) ∫₀ᴸ x^(−1/2) dx = 4L²/(3μV),  (30)

since the last integral is 2L^(1/2). The quotient Q/T = (3εV/2L)(3μV/4L²) returns 9εμV²/(8L³), in agreement with (24).

### Why the exponent is three, and when it is not

Set x = sL, E = (V/L)f(s) and J = (εμV²/L³)j. Equation (9) and its conditions become

j = f df/ds,  f(0) = 0,  ∫₀¹ f ds = 1.  (31)

No parameter remains, so j is a pure number and the powers of V and L are fixed by the scaling. The solution supplies the value 9/8. The same argument shows what spoils the exponent: any further fixed length, field or density introduces a parameter into (31), and j may then depend on L.

A simple example is a carrier whose velocity has a constant value v at all the fields that matter. Then J = ρv, so ρ is uniform, and with E₀ = 0 Gauss's law gives E = Jx/(εv). Integration yields V = JL²/(2εv), hence

J = 2εvV/L².  (32)

The transit rate is now v/L instead of μV/L², and one power of V/L has been lost.

### A test with many moving sheets

The law can be tested by following discrete sheets, as in the opening case, with much less charge on each. Use units in which ε = μ = 1, and first take L = V = 1. Each sheet carries σ = 0.004, so that about 1.5/0.004 = 375 sheets are present. A sheet enters whenever the contact field left behind it would not be negative. Each then moves with the mean of the fields on its two sides. The motion is followed for a time 10L²/(μV) in steps of L²/(2000μV), and averages are taken over the second half.

The current can be averaged over the whole film. The sum of the conduction current and ε∂E/∂t is uniform in x. Its average over x contains (ε/L)dV/dt, which vanishes at fixed V. The external current is therefore the sum of σμE over the sheets, divided by L.

The simulation gives a current of 1.1248, against 9/8 = 1.1250. The field is 1.4999 at the collecting contact and 1.0606 at the middle, where (26) gives 1.5 and 1.0607. The transit time is 1.3322, against 4/3. Doubling L at fixed V gives a thickness exponent of −3.0000, and doubling V at fixed L gives a voltage exponent of 2.0000. The sheet charge stayed at 0.004 in these comparisons, so the discrete system was not simply a rescaled copy of itself. The time step, however, was scaled with L²/(μV). It causes most of the shortfall of 0.0002 in the current, and this error largely cancels in the exponents, so they are tested only to a few parts in 10⁴.

A further run tests the role of the contact. Sheets enter only if they leave a contact field of at least 0.5. The current falls to 0.8054, while (13) with E₀ = 0.5 gives 0.8080. Most of the small difference comes from the finite sheets. Between injections the contact field rises from 0.500 to 0.504, with a mean near 0.502. Equation (11) gives b ≈ 1.37, and the slope from (20) is then −1.18. An excess field of 0.002 lowers the current by 0.0024, close to the difference of 0.0026.

## 2. Diffusion, traps and a real high-k film

### Symbols and results carried over

The film has thickness L, permittivity ε and carrier mobility μ. The voltage V is the potential drop from the injecting contact at x = 0 to the collecting contact at x = L. E is the field, and carriers are counted as positive. For drift alone, without traps or background carriers, and with zero field at a plentiful contact, the first half gave

J_MG = (9/8)εμV²/L³,  E(x) = (3V/2L)(x/L)^(1/2).  (33)

The charge per area is Q = 3εV/(2L), the transit time is 4L²/(3μV), and the carrier density at the collecting contact is 3εV/(4qL²), where q is the elementary charge.

### Restoring diffusion

The drift solution has an infinite density and zero field at x = 0. Diffusion cannot be neglected there. Let n be the carrier density and V_T = kT/q the thermal voltage at temperature T, with k Boltzmann's constant. For a non-degenerate carrier gas the diffusion coefficient is μV_T, and

J = qμnE − qμV_T dn/dx,  ε dE/dx = qn.  (34)

Measure length, field, density, current and voltage by

x = sL,  E = (V_T/L)F,  qn = (εV_T/L²)r,
J = (εμV_T²/L³)j,  V = V_T u.  (35)

Both terms of the current then carry the factor εμV_T²/L³. With primes for derivatives with respect to s, the equations are

j = rF − r′,  F′ = r,  ∫₀¹ F ds = u.  (36)

Let both contacts hold the same density n_c, so r(0) = r(1) = r_c. The difference in electrochemical potential between the contacts is then due to the electrostatic drop alone, and u is the applied voltage in units of V_T. In these units the drift law is j = 9u²/8.

Dividing the first equation of (36) by r and integrating gives

j ∫₀¹ ds/r = u − ln[r(1)/r(0)] = u.  (37)

This holds at any voltage, but r is itself changed by the current.

### The low-voltage limit

At zero voltage j = 0, so F″ = r′ = rF = FF′. One integration gives F′ = F²/2 + 2k₀², where the constant is positive because F′ = r is positive at the central plane, where F = 0. Separating variables gives

F = 2k₀ tan[k₀(s − 1/2)],  r = 2k₀²/cos²[k₀(s − 1/2)].  (38)

The contact density fixes k₀ through 2k₀²/cos²(k₀/2) = r_c. As r_c grows without bound, k₀ approaches π. Carriers spill in from both contacts even without a voltage.

For small u, j is already of first order, so the equilibrium density may be used in (37). The integral is

∫₀¹ ds/r = (1/4k₀²)[1 + sin(k₀)/k₀].  (39)

Hence

j ≈ 4k₀²u/[1 + sin(k₀)/k₀],  (40)

which tends to 4π²u for a very dense reservoir. In ordinary units that limit is

J ≈ 4π²εμV_T V/L³.  (41)

The current is linear in V and still varies as the inverse cube of L. An inverse-cube thickness law at fixed voltage therefore does not by itself identify the Mott-Gurney regime; the quadratic voltage dependence is needed as well. Equating 4π²u with 9u²/8 places the crossover near u = 32π²/9 ≈ 35, or about 0.9 V at 300 K, independent of thickness as long as the reservoir remains dense.

Drift alone gives the Mott-Gurney law, while with diffusion and dense contacts the low-voltage current is linear in V yet still varies as the inverse cube of L. What remains is to find the limits of the drift law at high voltage and to see how diffusion, traps and other effects change the current in a titanium dioxide film.
